Why inverse-square repulsion makes heavy-ion ranges nearly linear in energy

**1. Definitions and conventions**

An ion of mass M₁ and kinetic energy E moves through a random, unbounded target of atoms at rest, with mass M₂ and number density N. It loses energy in separate classical, elastic, two-body collisions with a repulsive potential V(r). Binding of the target atoms is neglected, and electronic losses are left out until section 7. Derivations use Hartree atomic units; implantation results are in keV and nm.

The centre-of-mass energy is Ec = E M₂/(M₁+M₂), b is the impact parameter and θ the centre-of-mass deflection. In that frame the target atom has speed M₁v/(M₁+M₂) before and after the collision, where v is the ion speed, and its velocity turns by θ. Its velocity change has magnitude 2M₁v sin(θ/2)/(M₁+M₂), which is its recoil speed in the laboratory. The energy transfer is therefore

T = Tm sin²(θ/2), Tm = γE, γ = 4M₁M₂/(M₁+M₂)².

The nuclear stopping cross section is S = ∫T dσ, with dσ = π d(b²). The mean energy loss per unit path is N S.

**2. The two energy dependences that compete**

Take V = A/rˢ. The deflection is

θ = π − 2b ∫ dr / { r² √[1 − b²/r² − V(r)/Ec] },

integrated from the closest approach to infinity. Measure r and b in units of ℓ = (A/Ec)^(1/s). Then V/Ec becomes (ℓ/r)ˢ, and θ depends on b/ℓ alone. With β = b/ℓ,

S = γE · πℓ² ∫ sin²(θ/2) d(β²) ∝ E · E^(−2/s) = E^(1−2/s).

The factor E says that a collision of given angle transfers more energy when the ion is faster. The factor E^(−2/s) says that the target area for that angle shrinks. At large β the deflection falls as β^(−s), so the integral converges for s > 1.

The two factors cancel at s = 2. A steeper potential shrinks its target area too slowly, and S rises with energy; a softer one does the opposite. Numerical orbits for s = 1.5, 2 and 3 give exponents −0.333, 0.000 and +0.333, as the formula requires.

**3. Soft collisions: the m = 1/2 cross section**

For s = 2 the potential has the same form as the centrifugal term. Put q² = b² + A/Ec. The closest approach is r = q, and the substitution w = q/r gives

θ = π − (2b/q) ∫₀¹ dw/√(1−w²) = π(1 − b/q).

For distant collisions, b/q = [1 + A/(Ec b²)]^(−1/2) ≈ 1 − A/(2Ec b²), so

θ ≈ πA/(2Ec b²).

With sin(θ/2) ≈ θ/2, the transfer is

T ≈ γE θ²/4 = γE π²A²/(16 Ec² b⁴).

Solving for b² gives

b² = [πA/(4Ec)] √(γE/T).

Closer collisions transfer more, so πb² is the cross section for transfers above T. Its derivative, with the sign reversed, is the differential cross section:

dσ = [π²A/(8Ec)] √(γE) T^(−3/2) dT.

Now insert 1/Ec = (M₁+M₂)/(M₂E) and √γ = 2√(M₁M₂)/(M₁+M₂). The mass sums cancel:

dσ = C E^(−1/2) T^(−3/2) dT, C = (π²A/4) √(M₁/M₂).

This is the member m = 1/2 of the power family dσ ∝ E^(−m) T^(−1−m) dT. For general s, the small-angle law θ ∝ 1/(E bˢ) gives T ∝ 1/(E b^(2s)) and b² ∝ (ET)^(−1/s), hence m = 1/s.

Extend the m = 1/2 form up to the kinematic limit Tm. The stopping is

S = C E^(−1/2) ∫₀^Tm T^(−1/2) dT = 2C E^(−1/2) √(γE) = 2C√γ.

The energy has cancelled. Inserting C and √γ,

S = π²A M₁/(M₁+M₂) (m = 1/2).

The number of very soft collisions diverges, since ∫T^(−3/2) dT has no finite value at T = 0. Their energy loss does not: transfers below T contribute a fraction √(T/Tm) of S. One quarter of the stopping thus comes from transfers below Tm/16.

**4. Hard collisions: what the power form misses**

The small-angle form has been used where angles are large, so its error must be weighed. Write b² = (A/Ec)u and y = b/q. Then u = y²/(1−y²), and sin²(θ/2) = cos²(πy/2). Because γE/Ec = 4M₁/(M₁+M₂), the full stopping is

S = 4πA I M₁/(M₁+M₂), I = ∫₀^∞ cos²(πy/2) du.

Integrate by parts. The boundary terms vanish: u = 0 at y = 0, while near y = 1 the squared cosine vanishes quadratically and u diverges only as 1/(1−y). Since u = 1/(1−y²) − 1,

I = (π/2) ∫₀¹ [1/(1−y²) − 1] sin(πy) dy.

The term −1 contributes −(π/2)(2/π) = −1. For the other, use 1/(1−y²) = ½[1/(1−y) + 1/(1+y)]. With t = π(1−y), the first fraction integrates to ½Si(π), before the prefactor π/2 is applied, where Si(x) = ∫₀ˣ (sin t/t) dt. With t = π(1+y), sin(πy) = −sin t, and the second integrates to −½[Si(2π) − Si(π)]. Multiplying their sum by π/2 and adding the −1,

I = (π/4)[2Si(π) − Si(2π)] − 1
= 0.7854 × (2 × 1.85194 − 1.41815) − 1 = 0.795.

The m = 1/2 stopping divided by the full one is π/(4I) = 0.988. The power form is 1.2 % low in total, and both results are independent of energy. Thus the cancellation belongs to the inverse-square potential and does not rest on the small-angle approximation.

The differential error is largest for hard collisions. Let τ = T/Tm. Near a head-on collision u ≈ y² and τ ≈ 1 − π²y²/4, so |du/dτ| = 4/π². The power form has u = (π/4)τ^(−1/2), giving |du/dτ| = π/8 at τ = 1. The ratio is π³/32 = 0.969, in agreement with the value 0.9692 found at T/Tm = 0.99. At T/Tm = 0.001 the two cross sections agree to about one part in 10⁴.

**5. From constant stopping to linear range**

Let R(E) be the mean path length to rest. Leave out, for the moment, transfers below some very small limit, so that ∫dσ is finite. Over a short path δx, the ion either makes no collision or drops to E − T:

R(E) = δx + R(E)(1 − Nδx∫dσ) + Nδx∫dσ R(E−T).

Rearranged, this is

1 = N∫dσ [R(E) − R(E−T)].

The bracket vanishes in proportion to T at small T, and ∫T dσ converges, so the limit can now be lowered to zero. Try R = cE. The bracket is cT, so 1 = cNS and

R = E/(N S).

For constant S, this linear law therefore holds with discrete losses. It does not need the approximation of continuous slowing down.

The mean projected range Rp is the displacement along the initial direction. After a collision with laboratory deflection φ, the remaining displacement contributes cos φ times Rp(E−T), since its sideways part averages to zero over azimuth:

1 = N∫dσ [Rp(E) − cos φ Rp(E−T)].

Momentum conservation fixes φ:

2M₂T = 2M₁E + 2M₁(E−T) − 4M₁√[E(E−T)] cos φ.

With t = T/E,

cos φ = [1 − (1+M₂/M₁)t/2]/√(1−t).

So φ depends on t and the masses alone. For the inverse-square potential dσ is 1/E times a function of t. A trial form Rp proportional to E then makes the right-hand side energy-independent, and

Rp/R = ∫t dσ / ∫[1 − (1−t)cos φ] dσ.

Scattering shortens the projected range without bending its energy law. For M₂ ≪ M₁ the ion is hardly deflected, and the ratio tends to 1.

A Monte Carlo calculation with 10,000 ions tests both formulas, with collisions beyond b² = 100A/Ec omitted on both sides. The simulated path and projected range are 0.997 times the predicted values, within the allowed 1.5 %.

**6. A real repulsion: antimony in silicon**

Atoms do not repel as 1/r² at all distances. The Ziegler–Biersack–Littmark (ZBL) universal potential is a screened Coulomb repulsion,

V = (Z₁Z₂/r) Φ(x), x = r/a, a = 0.8854/(Z₁^0.23 + Z₂^0.23),

Φ = 0.18175e^(−3.1998x) + 0.50986e^(−0.94229x) + 0.28022e^(−0.4029x) + 0.02817e^(−0.20162x).

Its local exponent is k = −d ln V/d ln r. Since d ln(r²V)/d ln r = 2 − k, the product r²V is greatest where k = 2. Taking A as this maximum makes A/r² touch V there, with equal value and slope, without fitting any stopping data.

For antimony (Z₁ = 51, M₁ = 121 u) in silicon (Z₂ = 14, M₂ = 28 u), a = 0.2057 bohr. Contact is at r = 0.336 bohr, where xΦ = 0.4504. Thus

A = 51 × 14 × 0.2057 × 0.4504 ≈ 66.1 hartree bohr²,

S = π² × 66.14 × 121/149 ≈ 530 hartree bohr² (m = 1/2).

The full inverse-square value is 537 hartree bohr². At the chosen density of 50 atoms/nm³ these become 2.020 and 2.045 keV/nm. The full inverse-square path at 100 keV is 100/2.045 = 48.9 nm. Multiplication by Rp/R = 0.928 gives a projected range of 45.4 nm. This is the value of the inverse-square model, not a predicted implant depth: section 7 shows that the ZBL path is considerably longer, and a random target leaves out channelling in crystalline silicon.

The ZBL stopping, computed from its own orbits, has a maximum of 2.00 keV/nm at about 157 keV, 2 % below the inverse-square prediction. To see which part of the potential matters, average k at closest approach, weighting each collision by its share of the stopping. With the reduced energy ε = Ec a/(Z₁Z₂), the results are:

ε = 0.01: mean k = 3.35, d ln S/d ln E = +0.39
ε = 0.31: mean k = 2.08, d ln S/d ln E = 0.00
ε = 10: mean k = 1.33, d ln S/d ln E = −0.59

Slow ions sample the steep outer repulsion, and fast ions the softer, more Coulomb-like interior. At the stopping maximum the sampled exponent is close to 2. This supports the inverse-square explanation, although one average exponent cannot replace the whole potential.

In this model the maximum lies at a fixed ε, hence at an energy proportional to Z₁Z₂(M₁+M₂)/(aM₂). A heavier ion of higher charge in the same target has its plateau at higher energy. For antimony in silicon the plateau surrounds the maximum near 160 keV.

**7. Weighing the departures from linearity**

For the ZBL potential S varies, and the path is estimated by continuous slowing down, R = ∫dE/(N S), counted down to 0.001 keV. Unlike the linear law of section 5, this estimate is not exact for discrete losses: it makes the nuclear-only path at 100 keV a few per cent too long, mostly through the low-energy part.

*Variation on the plateau.* From 50 to 400 keV, nuclear stopping varies by 9.6 % of its maximum. The mean slope of the range is 0.524 nm/keV from 50 to 100 keV, 0.501 from 100 to 200 keV and 0.519 from 200 to 400 keV. These slopes differ by less than 5 %, so the graph of range against energy is nearly straight.

*The end of the path.* A straight graph need not pass through the origin. The nuclear-only path at 100 keV is 66.8 nm, whereas constant stopping at the ZBL maximum would give 100/2.002 = 50.0 nm. Of the 16.8 nm excess, the last 25 keV supplies 25.9 − 25/2.002 = 13.4 nm, because slow ions lose less energy per nanometre. Consequently the mean exponent d ln R/d ln E between 50 and 400 keV is 0.815, not 1. The range is close to R₀ + E/(N S), with a positive offset R₀; it is not close to proportional. The offset is also the least secure part, since isolated binary collisions and neglected binding become doubtful at the lowest energies.

*Electronic stopping.* The Lindhard–Scharff estimate, with v = √(2E/M₁) and M₁ in electron masses, is

Sₑ = 8π Z₁^(7/6) Z₂ v/(Z₁^(2/3) + Z₂^(2/3))^(3/2).

It grows as √E. Relative to nuclear stopping it is 0.278/1.969 = 14 % at 100 keV and 0.556/1.857 = 30 % at 400 keV. It shortens the 400 keV path from 221 to 187 nm. The three mean slopes become 0.466, 0.429 and 0.415 nm/keV, a fall of 11 % from first to last, and the mean exponent drops to 0.77.

For this ion and target, the low-energy offset is the main departure from proportionality on average between 50 and 400 keV. At the upper end electronic stopping becomes about as important as the offset. At 400 keV the local exponent d ln R/d ln E = E/(R dE/dx), with dE/dx the energy loss per unit path, is 0.98 for nuclear stopping alone and 0.89 with electronic stopping. The value 0.98 is a cancellation: an offset of 17 nm with constant stopping 2.002 keV/nm would give 199.8/216.8 = 0.92, and the fall of nuclear stopping above its maximum raises this again. Electronic stopping causes most of the net fall in slope between the first and last energy intervals. The local curvature has two sources: near 50 keV the rise of nuclear stopping bends the graph more than electronic stopping does, while near 400 keV the fall of nuclear stopping and the electronic rise are almost equal in size, the fall being slightly the larger. Near-linearity therefore means a nearly constant dR/dE around the nuclear-stopping maximum. Strict proportionality belongs to the inverse-square potential acting alone down to rest. The full set of values is in the numerical output below.

Computed results

```
ion Z1 = 51, M1 = 121 u; target Z2 = 14, M2 = 28 u
target density = 50 atoms/nm^3; gamma = 0.6104
V ~ r^-1.5: stopping exponent from orbits = -0.3333
V ~ r^-2.0: stopping exponent from orbits = -0.0000
V ~ r^-3.0: stopping exponent from orbits = 0.3333
Si(pi) = 1.85194, Si(2 pi) = 1.41815
constant I: closed form 0.79520, orbits 0.79520
screening length a = 0.2057 bohr
local exponent 2 at r/a = 1.634, r = 0.3361 bohr
maximum of (r/a)*screening = 0.4504
A = 66.14 hartree bohr^2
C = 339.2 hartree bohr^2
S, m=1/2 = 530.1 hartree bohr^2
S, exact inverse square = 536.7 hartree bohr^2
S ratio, m=1/2 to exact = 0.9877
T/Tm = 0.001: dsigma ratio, m=1/2 to exact = 0.9999
T/Tm = 0.01: dsigma ratio, m=1/2 to exact = 0.9994
T/Tm = 0.1: dsigma ratio, m=1/2 to exact = 0.9951
T/Tm = 0.5: dsigma ratio, m=1/2 to exact = 0.9814
T/Tm = 0.99: dsigma ratio, m=1/2 to exact = 0.9692
N S, m=1/2 = 2.020 keV/nm
N S, exact inverse square = 2.045 keV/nm
path at 100 keV: m=1/2 49.51 nm, exact 1/r^2 48.90 nm
Rp/R: m=1/2 0.9280, exact 1/r^2 0.9283
Rp at 100 keV: m=1/2 45.95 nm, exact 1/r^2 45.40 nm
Monte Carlo/formula: path 0.9969, projected 0.9973
reduced energy per keV = 0.001989
ZBL maximum: reduced energy 0.312, E = 157 keV
ZBL maximum N S_n = 2.002 keV/nm
ZBL maximum / exact inverse-square S = 0.9789
reduced energy 0.010: mean local exponent 3.35, dlnS/dlnE +0.389
reduced energy 0.312: mean local exponent 2.08, dlnS/dlnE -0.000
reduced energy 10.000: mean local exponent 1.33, dlnS/dlnE -0.589
E keV | N S_n, N S_e keV/nm | path nuclear only, with electronic nm
  25 | 1.566, 0.139 | 25.88, 24.10
  50 | 1.810, 0.196 | 40.55, 37.46
 100 | 1.969, 0.278 | 66.77, 60.76
 200 | 1.992, 0.393 | 116.90, 103.63
 400 | 1.857, 0.556 | 220.61, 186.68
paths above are counted down to 0.001 keV
spread of S_n over 50-400 keV = 9.6 % of its maximum
mean range exponent 50-400 keV, nuclear only = 0.815
mean range exponent 50-400 keV, with electronic = 0.772
slope 50-100 keV: nuclear only 0.5243, with electronic 0.4661 nm/keV
slope 100-200 keV: nuclear only 0.5013, with electronic 0.4287 nm/keV
slope 200-400 keV: nuclear only 0.5185, with electronic 0.4153 nm/keV
```
